Finite-difference estimators for path-integral energy and heat capacity, part 1

(Sections cited here and not found follow in the second part.)

A path-integral run that has to deliver a heat capacity needs an estimator whose noise does not grow with the number of beads. The analytic estimator with that property contains second derivatives of the potential at every bead. If the potential routine supplies values only, or Hessians are too costly, the scaled finite-difference option produces the same quantity from values of V. It has one setting, the relative step h in inverse temperature. Too large a step biases the result as h². Too small a step amplifies round-off and call-to-call noise in V, in the heat capacity as 1/h². Choosing h requires the coefficients of both effects.

"Potential values only" describes the estimator; the sampler may still use forces. The option returns the energy and heat capacity of the P-bead partition function, so the Trotter error is a separate matter.

## The discretized partition function

The algebra uses atomic units, ħ = 1, with β = 1/(k_B T). The system has f Cartesian coordinates x_i with masses m_i, obeys Boltzmann statistics, and has a confining potential V. With τ = β/P and K the kinetic energy operator, the primitive approximation is

Z_P(β) = Tr [e^(−τV/2) e^(−τK) e^(−τV/2)]^P.

The bracket F(τ) satisfies F(τ)F(−τ) = 1, so its logarithm is odd in τ and equals −τH + O(τ³). The P factors together give −βH + O(βτ²), and Z_P differs from the exact Z at order P⁻². For one coordinate the free kernel follows from a Gaussian momentum integral,

⟨x|e^(−τK)|x′⟩ = ∫ dp/(2π) exp[−τp²/2m + ip(x − x′)] = (m/2πτ)^(1/2) exp[−m(x − x′)²/2τ].

Inserting P position resolutions gives a closed ring of beads x_1 … x_P with x_{P+1} = x_1:

Z_P(β) = Π_i (m_i P/2πβ)^(P/2) ∫ dx exp[−S(x; β) − (β/P) Σ_s V(x_s)],

S(x; β) = Σ_i Σ_s m_i P (x_{i,s+1} − x_{i,s})²/2β.

The energy is E_P = −∂ ln Z_P/∂β at fixed P. Since dβ/dT = −k_B β², the heat capacity is C_P = dE_P/dT = k_B β² ∂² ln Z_P/∂β². Put β′ = β(1+t). This relation is linear in t, so ∂/∂t = β ∂/∂β′ and ∂²/∂t² = β² ∂²/∂β′², and at t = 0

βE_P = −∂_t ln Z_P,  C_P/k_B = ∂_t² ln Z_P.

## Scaling about the centroid

Each coordinate has its own centroid y_c = P⁻¹ Σ_s y_s and deviations d_s = y_s − y_c, which sum to zero. In Z_P(β′) substitute, for t > −1,

x_s = y_c + λ d_s,  λ = √(1+t).

Three factors change.

The Jacobian: on the P bead values of one coordinate the map is Π + λ(1 − Π), where Π projects on the uniform vector (1, …, 1). Its eigenvalues are 1, once, and λ, P − 1 times. The Jacobian for f coordinates is λ^(f(P−1)) = (1+t)^(f(P−1)/2), and the integration domain, all of real space for every bead, maps onto itself.

The spring term: the centroid drops out of a difference, x_{s+1} − x_s = λ(y_{s+1} − y_s). The square brings (1+t) and 1/β′ brings 1/(1+t), so S(x; β′) = S(y; β), independent of t.

The prefactor: it acquires (1+t)^(−fP/2). Multiplied by the Jacobian this leaves (1+t)^(−f/2).

All remaining dependence on t sits in the potential. Define

W(λ) = P⁻¹ Σ_s V(y_c + λ d_s),  U(t) = β(1+t) W(√(1+t)).

Then

Z_P(β(1+t)) = Π_i (m_i P/2πβ)^(P/2) (1+t)^(−f/2) I(t),  I(t) = ∫ dy exp[−S(y; β) − U(t)].

At t = 0 the integrand is the weight that the simulation samples. With ⟨…⟩ the average over that weight,

Z_P(β(1+t))/Z_P(β) = (1+t)^(−f/2) ⟨exp[−U(t) + U(0)]⟩.

The program tests this identity for an anharmonic oscillator at P = 3, with a transfer-matrix trace on the left and a three-dimensional quadrature on the right. Both give 1.695694156 at t = −0.3 and 0.633884193 at t = +0.3.

Write U_n for dⁿU/dtⁿ at t = 0. Differentiating under the integral gives I′/I = −⟨U₁⟩ and I″/I = ⟨U₁² − U₂⟩, so

(ln I)″ = I″/I − (I′/I)² = ⟨U₁²⟩ − ⟨U₁⟩² − ⟨U₂⟩.

The term −(f/2) ln(1+t) has first derivative −f/2 and second derivative +f/2. Therefore

βE_P = f/2 + ⟨U₁⟩,

C_P/k_B = f/2 + var U₁ − ⟨U₂⟩.

The f/2 is the classical kinetic term of the centroid. The quantum part of the kinetic energy is carried by the response of V to a swelling of the ring. For P = 1, or when the ring shrinks to a point at high temperature, U = β(1+t)V(y_c), so U₁ = βV, U₂ = 0, and the classical results βE = f/2 + β⟨V⟩ and C/k_B = f/2 + β² var V return. At P = 3 the program finds βE = 1.62061790 and C = 0.76678086 k_B from both the estimators and the β derivatives of the transfer-matrix Z_P.

The substitution fails wherever the spring term or the domain does not scale. In a periodic cell the ring must be unwrapped before the centroid is formed; a path that winds around the cell has x_{P+1} = x_1 + L, its last difference does not scale, and it is not covered. With exchange, a spring joins beads of different particles, the difference then contains the separation of two centroids, and scaling about single-particle centroids no longer leaves S invariant. Constrained or curvilinear coordinates are excluded because the map is linear in Cartesian coordinates. With hard walls the swollen ring can enter the forbidden region, where U is infinite.

## The derivatives U_n

Let W_n be the n-th derivative of W at λ = 1, which is W_n = P⁻¹ Σ_s (d_s·∇)ⁿ V at the bead positions. By the chain rule, U_n is a combination of W₀ … W_n with constant coefficients that do not depend on W. They can be read off from the test functions W = λ^k. For these, W_n is the falling factorial (k)_n = k(k−1)…(k−n+1), and U = β(1+t)^α with α = 1 + k/2, so U_n = β α(α−1)…(α−n+1). Expanding,

(k)₂ = k² − k,  (k)₃ = k³ − 3k² + 2k,  (k)₄ = k⁴ − 6k³ + 11k² − 6k,

and solving for the powers in turn,

k² = (k)₂ + (k)₁,  k³ = (k)₃ + 3(k)₂ + (k)₁,  k⁴ = (k)₄ + 6(k)₃ + 7(k)₂ + (k)₁.

The factors α, α−1, α−2, α−3 are (k+2)/2, k/2, (k−2)/2, (k−4)/2. Hence

U₁/β = 1 + k/2,

U₂/β = (k² + 2k)/4 = [(k)₂ + 3(k)₁]/4,

U₃/β = (k³ − 4k)/8 = [(k)₃ + 3(k)₂ − 3(k)₁]/8,

U₄/β = (k⁴ − 4k³ − 4k² + 16k)/16.

In the last line the (k)₃ coefficient is 6 − 4 = 2, the (k)₂ coefficient is 7 − 12 − 4 = −9, and the (k)₁ coefficient is 1 − 4 − 4 + 16 = 9. The falling factorials are linearly independent functions of k, so the coefficients are unique:

U₁ = β(W₀ + W₁/2),

U₂ = β(W₂ + 3W₁)/4,

U₃ = β(W₃ + 3W₂ − 3W₁)/8,

U₄ = β(W₄ + 2W₃ − 9W₂ + 9W₁)/16.

U₁ is the centroid-virial estimator, and U₂ needs d·(Hessian)·d at every bead. The program tests all four lines against high-precision numerical differentiation on a non-polynomial potential in two dimensions.

## What the option computes

For 0 < h < 1 and each stored configuration:

1. Form the centroid of every coordinate and the deviations d_s.
2. Evaluate V on the rings y_c + √(1+h) d_s and y_c + √(1−h) d_s. This takes 2P calls beyond the P values on the unscaled ring.
3. Form U(±h) = β(1±h) × (mean of V on the corresponding ring), and U(0).
4. Accumulate D₁, D₁² and D₂, where

D₁ = [U(h) − U(−h)]/2h,  D₂ = [U(h) − 2U(0) + U(−h)]/h².

The reported values are βE_h = f/2 + ⟨D₁⟩ and C_h/k_B = f/2 + var D₁ − ⟨D₂⟩. Since C_h is not a plain mean, its error bar comes from the spread of C_h over batches longer than the correlation time, divided by the square root of the number of batches.

The difference is taken on each configuration, inside the average. It is not a difference of energies from runs at two temperatures, whose independent statistical errors would be divided by h.

## Why the variance stays bounded in P

The statement is derived here for quadratic V. Mass weighting and rotation to normal modes act on the coordinate index, while the scaling acts on the bead index, so the two commute and each vibrational mode, of mass m and frequency ω, can be treated alone. An orthonormal Fourier transform over beads diagonalizes the ring, Σ_s (y_{s+1} − y_s)² = Σ_j a_j q_j² with a_j = 4 sin²(πj/P), j = 0 … P−1, and preserves Σ y_s² = Σ q_j². With κ = mP/β and c = (βω/P)²,

S = Σ_j κ a_j q_j²/2,  U(0) = (β/P)(mω²/2) Σ_j q_j² = Σ_j κ c q_j²/2.

The q_j are independent Gaussians, q_j² = z_j²/[κ(a_j + c)], with z_j standard normal, ⟨z²⟩ = 1 and var z² = 2. The mode j = 0 is the centroid and is not scaled; the others are multiplied by √(1+t). With r_j = c/(a_j + c) and r₀ = 1,

U(t) = (1+t) z₀²/2 + (1+t)² Σ_{j≠0} r_j z_j²/2.

Then U₁ = z₀²/2 + Σ_{j≠0} r_j z_j² and U₂ = Σ_{j≠0} r_j z_j², and

var U₁ = 1/2 + 2 Σ_{j≠0} r_j².

For 1 ≤ j ≤ P/2 the inequality sin x ≥ 2x/π gives a_j ≥ 16j²/P², so r_j ≤ c/a_j ≤ (βω)²/16j². The modes j and P − j have the same a_j, and Σ j⁻⁴ converges, so the variance is bounded by a constant independent of P. The noise of the heat-capacity estimator involves var U₂ = 2 Σ_{j≠0} r_j² and the fourth central moment of U₁. Since ⟨(z² − 1)⁴⟩ = 105 − 60 + 18 − 4 + 1 = 60, the fourth cumulant of z² is 60 − 3·2² = 48. Cumulants of independent terms add, so the fourth central moment of U₁ is 3(var U₁)² + 48(1/16 + Σ_{j≠0} r_j⁴). Both quantities are bounded by the same inequality.

The estimators can be checked against the closed form. The Gaussian integral gives ln Z_P = −½ Σ_j ln[a_j + c(1+t)²]. Its first derivative at t = 0 is −Σ_j r_j and its second is Σ_j (2r_j² − r_j). The estimators give βE = ½ + ½ + Σ_{j≠0} r_j and C/k_B = ½ + ½ + 2Σ_{j≠0} r_j² − Σ_{j≠0} r_j, which agree because r₀ = 1.

The primitive estimator comes from −β∂_β ln Z_P without the substitution. The prefactor gives P/2, the spring term, proportional to 1/β, gives −S, and the potential gives +U(0):

βε = P/2 + Σ_j (c − a_j) z_j²/[2(a_j + c)],

var(βε) = ½ Σ_j [(c − a_j)/(a_j + c)]² = P/2 − 2 Σ_j a_j c/(a_j + c)².

The subtracted terms vanish for j = 0 and are at most 2c/a_j otherwise, so their sum is bounded and the variance grows as P/2 per mode. For two coupled coordinates of mass 1 u and 16 u with βħω = 0.9803 and 3.5667, the program finds scaled variances 1.3088, 1.2707 and 1.2702 (k_BT)² at P = 8, 64 and 128, and primitive variances 6.46, 62.34 and 126.34. It tests the formula for var U₁, the saturation, and the rise by 64 between the last two primitive values.

## Step-size bias

Assume that V has six continuous derivatives along the scaled rings and that the averages below are finite. Taylor expansion gives U(±h) = Σ_n (±h)ⁿ U_n/n!. The difference keeps odd n, and the sum minus 2U(0) keeps even n ≥ 2:

D₁ = U₁ + h²U₃/6 + h⁴U₅/120 + …,

D₂ = U₂ + h²U₄/12 + h⁴U₆/360 + ….

The variance of a sum gives var D₁ = var U₁ + 2(h²/6) cov(U₁,U₃) + O(h⁴). Therefore

βE_h − βE_P = a h² + O(h⁴),  a = ⟨U₃⟩/6,

(C_h − C_P)/k_B = b h² + O(h⁴),  b = cov(U₁,U₃)/3 − ⟨U₄⟩/12.

The h⁴ coefficient for C is var U₃/36 + cov(U₁,U₅)/60 − ⟨U₆⟩/360. At P = 3 the program measures the shifts of the finite-difference results and compares them with these formulas: a = 0.0266135 and b = 0.0731316 on both sides.

The origin of the bias shows when V is expanded about the centroid. For a potential with a convergent expansion,

W(λ) = Σ_k w_k λ^k,  w_k = P⁻¹ Σ_s (d_s·∇)^k V(y_c)/k!,

U(t) = β Σ_k w_k (1+t)^(1+k/2).

Here w₁ = 0, because ∇V(y_c) is the same for all beads and Σ d_s = 0. The terms k = 0 and k = 2 are polynomials of degree one and two in t, on which both central differences are exact. For a quadratic V, D₁ = U₁ and D₂ = U₂ on every configuration for every h < 1, although E_P(β) itself is not a polynomial. The program tests the consequence for the averages on the harmonic pair at h = 0.5; at P = 8 it obtains βE = 2.922256 and C = 1.386592 k_B, equal to the closed form. The bias is thus produced by anharmonicity probed across the width of the ring.

For a quartic V the series ends at k = 4. The exponents are 5/2 and 3, and the products α(α−1)… give

U₃ = β[(5/2)(3/2)(1/2) w₃ + 6w₄] = β[(15/8)w₃ + 6w₄],

U₄ = β(15/8)(−1/2) w₃ = −(15/16) βw₃.

From [(1+h)³ − (1−h)³]/2h = 3 + h², the error of D₁ to all orders in h is

D₁ − U₁ = βw₄h² + βw₃{[(1+h)^(5/2) − (1−h)^(5/2)]/2h − 5/2},

which the program tests on every sampled configuration at h = 0.5. The half-integer powers from odd k have a branch point at t = −1, where β′ = 0. For this quartic model the series in h therefore converges for h < 1 and diverges for h > 1, where the ring √(1−h) d is no longer real.

Two temperature limits follow by scaling. At high temperature the deviations are those of a free ring, ⟨d²⟩ = P⁻¹ Σ_{j≠0} 1/(κa_j), which the bound on a_j shows to be at most of order β/m. If the derivatives of V at the centroid stay bounded, βw_k is then of order β^(1+k/2). For a quartic well the centroid spreads as β^(−1/4), the k-th derivative grows as β^(−(4−k)/4), and βw_k is of order β^(3k/4). In both cases a and b vanish as the ring collapses. For βω ≫ 1, with P raised along with β so that βω/P stays small, the ring consists of a number of order βω of weakly correlated stretches, so var U₁, ⟨U₂⟩, a and b all grow in proportion to β, while the exact, infinite-P heat capacity of a system with an excitation gap falls toward zero and has to be obtained as a difference of large terms. The proportionality is reached slowly. In the model of the worked example, at fixed βω/P, a rises by a factor of about 4 and b by about 7.5 from 300 K to 150 K, and still by about 2.3 and 2.5 from 75 K to 37.5 K. Relative to the exact C the bias worsens quickly on cooling, and so does the statistical error. C_P itself does not fall toward zero at fixed βω/P. For a harmonic mode with βω ≫ 1, ln Z_P ≈ −P asinh[βω(1+t)/2P], whose second derivative gives a Trotter term C_P/k_B ≈ (βω)³/8P². At fixed βω/P this grows in proportion to β, and it vanishes on cooling only if P grows faster than (βω)^(3/2). Even then, with P a power of β, it falls as a power while the exact C falls exponentially: at βω = 20 and P = 400, C_P is 6 × 10⁻³ k_B against an exact 8 × 10⁻⁷ k_B. This second argument is an estimate and is not tested by the program. It fails at fixed P: for βω ≫ P every r_j tends to 1, so in the harmonic formulas var U₁ saturates at 2P − 3/2 and C_P tends to P k_B per mode.

If V has a kink, such as a force discontinuity at a cutoff, the Taylor expansion fails on configurations whose scaled beads cross it. A fraction proportional to h does so, each contributing a term of order h/h² = 1/h to D₂. The mean stays finite, but the variance grows as 1/h, and the h² law is no longer guaranteed. This is also a scaling estimate, untested here.

The scaled estimators for energy and heat capacity, their finite-difference forms and the coefficients a and b of the h² step bias are now established. What remains is to measure and remove that bias, to account for round-off and noise in V, and to choose h, with a worked example.
